# Why Interstitial Well Depths Drop Out of Steady Oxidant Permeation, part 2

Gas molecules cross a rigid network of cages from a feed gas (left) to a vacuum (right). The question is how the wells affect the steady flux and the transient.

Well \(i\) has energy \(E_i\) and angular frequency \(\omega_i\). Saddle \(ij\) has energy \(S_{ij}\) and transverse frequency \(\omega_s\). Energies are measured from a gas molecule at rest far away. At low occupancy, the equilibrium occupancy at feed pressure \(p\) is

\[
K_i=\zeta\,\frac{(2\pi mk_BT)^{3/2}}{h^3}\left(\frac{2\pi k_BT}{m\omega_i^2}\right)^{3/2}e^{-E_i/k_BT}
=\zeta\left(\frac{k_BT}{\hbar\omega_i}\right)^3e^{-E_i/k_BT}.
\tag{1}
\]

Here \(m\) is the molecular mass, \(\zeta=p\lambda^3/k_BT\), \(\lambda\) is the thermal wavelength and \(h\) is Planck's constant; below, \(h\) is the steady profile. The hop rate is

\[
k_{ij}=\frac{g_{ij}}{K_i}=\frac{\omega_i^3}{2\pi\omega_s^2}\,e^{-(S_{ij}-E_i)/k_BT}.
\tag{3}
\]

The conductance \(g_{ij}=g_{ji}\) contains no well property; \(g_{iL}\) and \(g_{iR}\) belong to the mouths. With occupancy \(n_i\) and activity \(a_i=n_i/K_i\),

\[
K_i\frac{da_i}{dt}=\sum_jg_{ij}(a_j-a_i).
\tag{4}
\]

The steady profile for gas activities \(a_L=1\), \(a_R=0\) is \(h_i\), and the steady flux is then \(G\). Neither depends on the wells. If all wells are instead lowered by \(\delta\) at fixed barrier heights, the flux grows by \(e^{\delta/k_BT}\).

For thickness \(L\) and area \(A\), the permeability is \(\Pi=GL/A\). With diffusivity \(D\) and solubility \(s\) (the sum of \(K_i\) per volume),

\[
\Pi=Ds.
\tag{7}
\]

From an initially empty network, the amount delivered approaches \(G(t-t_{\rm lag})\), with

\[
t_{\rm lag}=\frac1G\sum_iK_ih_i(1-h_i).
\tag{9}
\]

The amount that has entered is \(Q_{\rm in}\).

The example is O\(_2\) in \(6\times6\times12\) cages, spacing 0.50 nm, periodic sideways, at 1273 K and 1 atm, with \(k_BT=0.1097\) eV. Well energies have mean zero and standard deviation 0.08 eV; saddle energies, 1.35 and 0.12 eV. Vibrational quanta are 10 meV in wells and 20 meV at saddles. Three blocks share the same saddles and \(G=47.09\) s\(^{-1}\): reference; trapped (22 random cages 0.50 eV deeper); softened (every well quantum halved).

## What the lag says about the wells

Neither \(G\) nor \(h_i\) depends on the wells, so the lag is linear in the \(K_i\). Since \(K_i\propto e^{-E_i/k_BT}\),

\[
\frac{\partial t_{\rm lag}}{\partial E_i}=-\frac{K_ih_i(1-h_i)}{k_BT\,G}.
\]

Deepening any well with \(0<h_i<1\) lengthens the lag. The weight \(h(1-h)\) is largest where \(h=1/2\). A trap near the feed side usually fills sooner than an equal trap in the middle, though the saddles around it also matter, and a trap near the vacuum side need hold little in the steady state.

A dead-end pocket shows the separation clearly. It is joined to the network by one saddle, through which no steady current flows, so its \(h\) equals that of the cage \(q\) to which it is attached. It adds nothing to \(G\), but it adds \(K_{\rm pocket}h_q(1-h_q)/G\) to the lag. In a tested chain of three cages with all \(g=1\), a pocket with \(K=7\) was attached to the middle cage. There \(h=1/2\) and \(G=1/4\), so the predicted extra lag is \(7\times\tfrac14/\tfrac14=7\) time units. This was confirmed from the rate equations, and the steady flux did not change.

## Uptake from the feed gas

The total inventory \(\sum_iK_ia_i\) is what has entered minus what has left. At long times it is \(\sum_iK_ih_i\), so

\[
Q_{\rm in}\to Gt-\sum_iK_ih_i(1-h_i)+\sum_iK_ih_i=Gt+\sum_iK_ih_i^2.
\tag{10}
\]

Uptake runs ahead of the steady line by an amount that depends on the wells. Its initial rate does not: at \(t=0\) all cages are empty, nothing returns to the gas, and the inflow is \(\sum_ig_{iL}\). The wells make themselves felt once the first cages have filled enough to send molecules back.

In the example block the lag is 10.8 µs for the reference wells, 57.7 µs for the trapped wells and 86.4 µs for the softened wells. The last is eight times the first, because in the harmonic formula (1) halving \(\omega_i\) in all wells multiplies every \(K_i\) by \(2^3\). A 5 meV well is too soft for that formula here: its parabola reaches only 0.6 eV at half the cage spacing, where the saddles lie near 1.35 eV. For a periodic well with the same curvature and a 1.35 eV barrier, the gain in \(K\) is about 3 rather than 8. This changes the lag but not the steady flux. For the reference and trapped blocks, the rate equations were also followed from the empty state for 60 lags. The accumulated outflow reproduced (9) to about one part in \(10^3\) or better, and the accumulated inflow reproduced the excess in (10) to about one part in \(10^4\) or better.

After three reference lags, about 32 µs, the outflow has reached 98.5% of its steady value in the reference block and 38% in the trapped block. Both approach the same final flux.

## Thick films

In a film many cages thick and statistically uniform, \(h\) falls on average linearly from 1 to 0. If the wells are not correlated with the local deviations of \(h\), the sum in (9) becomes an integral:

\[
\sum_iK_ih_i(1-h_i)\simeq sA\int_0^L\left(1-\frac xL\right)\frac xL\,dx=sAL\left(\frac12-\frac13\right)=\frac{sAL}{6}.
\]

With \(G=\Pi A/L\) and \(\Pi=Ds\),

\[
t_{\rm lag}\simeq\frac{sL^2}{6\Pi}=\frac{L^2}{6D}.
\tag{11}
\]

The traps enter through the mean of \(K\), even when a few cages hold most of the molecules. As a test, a chain of 399 cages was given a trap with 95 times the normal \(K\) in every twentieth cage. Its lag, obtained from the hop rates, was 1.0015 times the value from (11).

## A one-micrometre oxide

The block has thickness \(13\times0.5=6.5\) nm, counting thirteen saddles in series, and area \(36\times0.25=9\) nm². Hence

\[
\Pi=\frac{47.09\ {\rm s^{-1}}\times6.5\times10^{-7}\ {\rm cm}}{9\times10^{-14}\ {\rm cm^2}}=3.4\times10^{8}\ {\rm cm^{-1}s^{-1}}.
\]

Ten other draws of the saddles gave a mean of \(3.3\times10^8\) with a standard deviation of \(0.16\times10^8\), so the draw of saddles alone changes \(\Pi\) by about 5%. Larger blocks, of \(12\times12\times48\) cages, average about \(3.2\times10^8\), so the value used here for the film is about 6% high.

For a film 1 µm thick, the steady flux into a perfect sink is \(\Pi/L=3.4\times10^{12}\) cm\(^{-2}\)s\(^{-1}\) for all three sets of wells. The reference solubility is \(5.35\times10^{16}\) cm\(^{-3}\), so

\[
D=\frac{3.40\times10^8}{5.35\times10^{16}}=6.4\times10^{-9}\ {\rm cm^2/s},\qquad
t_{\rm lag}=\frac{10^{-8}\ {\rm cm^2}}{6D}=0.26\ {\rm s}.
\]

With traps the solubility is \(2.81\times10^{17}\) cm\(^{-3}\), \(D\) falls to \(1.2\times10^{-9}\) cm²/s and the lag rises to 1.4 s. The solubility has grown by a factor 5.25. Each trap gains a factor \(e^{0.5/0.1097}=95.3\), so the traps held a fraction \((5.25-1)/(95.3-1)=4.5\%\) of the reference inventory, slightly less than their 5.1% share of the cages. The lag of the small block grew by 5.34 instead of 5.25, because (9) weights each cage by its own \(h_i(1-h_i)\). The depth of the traps in the block accounts for only part of the difference (a linear \(h\) gives 5.30), and local deviations of \(h\) in this draw supply the rest.

If the oxidant is consumed at a silicon interface, the oxide grows. Let \(N=2.2\times10^{22}\) cm\(^{-3}\) be the number of O\(_2\) molecules built into unit volume of oxide. When diffusion controls the rate, the thickness obeys \(dL/dt=\Pi/(NL)\), hence \(L^2=Bt\) from a negligible initial thickness, with

\[
B=\frac{2\Pi}{N}=0.011\ \text{µm}^2/{\rm h}.
\]

Growing 1 µm would take \(1/0.011\approx90\) hours by this law. During one lag the film grows by a fraction of about \(4\times10^{-7}\) of its thickness with the reference wells, and \(2\times10^{-6}\) with the traps. The profile therefore stays close to its steady form, and the growth rate carries almost no information about well depths.

## Crowding brings the wells back

The linear equations fail when a cage is often occupied and cannot accept a second molecule. Consider one deep cage joined to the feed by a total conductance \(u\) and to the vacuum by \(d\). The rest of the path is assumed nearly empty and fast. If \(\theta\) is the probability that the deep cage is full, entry requires it to be empty:

\[
u\,a_L(1-\theta)=\frac{u+d}{K}\,\theta .
\]

With \(h=u/(u+d)\), this gives \(\theta=Ka_Lh/(1+Ka_Lh)\). The flux is \(J=d\,\theta/K\), while the dilute flux is \(J_0=d\,ha_L\). Therefore

\[
\frac{J}{J_0}=\frac1{1+Ka_Lh}=1-\theta .
\tag{12}
\]

A full deep cage closes the path for as long as it stays full. All occupation states of a five-cage chain were enumerated, with at most one molecule per cage. For a middle cage with \(K=2\), \(h=1/2\), \(a_L=1\), and \(K=0.001\) in the others, the result was \(J/J_0=0.5005\), against 0.5 from (12). With \(K=0.001\) in the middle as well, it was 0.999.

In the example the largest equilibrium occupancy is \(4\times10^{-5}\) for the reference wells and \(3\times10^{-3}\) with traps. Using (12) as a rough guide, blocking would reduce the flux along a path through the fullest trap by at most about 0.3%. I expect the effect on the whole network to be smaller, since molecules can go round a full trap, but this was not computed.

## Saddles that follow their wells

The most direct threat to the invariance is that a chemical or structural change which deepens a well may also move the saddles around it. Detailed balance still holds, but the conductances are no longer the same. In the trapped block, lowering the saddles next to each trap by 0.05 eV, one tenth of the added depth, raised the flux by 4.5%. Only about one cage in twenty was altered here. A shift of all saddles acts through the full exponential, as in the fixed-barrier comparison.

Other corrections change the conductances without involving the wells. At \(\hbar\omega_s=20\) meV, the leading tunnelling correction, with the same quantum assumed along the hop direction, is +0.14%. Quantizing the transverse vibrations changes \(g\) by −0.28%.

Hindered rotation is much larger. Let the molecule, of moment of inertia \(I\), rotate freely in the gas but only rock at the saddle, with quantum \(\hbar\Omega\) about two axes. The classical rotor has partition function \(Ik_BT/\hbar^2\) for two identical atoms, and the rocking molecule has \((k_BT/\hbar\Omega)^2\), its two equivalent orientations cancelling the symmetry factor. Every conductance is then multiplied by

\[
\frac{(k_BT/\hbar\Omega)^2}{Ik_BT/\hbar^2}=0.098
\]

for O\(_2\) with \(\hbar\Omega=20\) meV. The same factor at every saddle lowers the flux tenfold and leaves its independence of the wells intact. A rise of all saddles by \(k_BT\ln(1/0.098)\approx0.25\) eV would have the same effect at this temperature, so the model's absolute permeability is not a prediction.

The hop picture itself requires barriers well above \(k_BT\). The lowest barrier in the reference block is 0.89 eV, or \(8.1\,k_BT\). If a well is made so shallow that its barrier approaches \(k_BT\), equation (3) ceases to apply.

## Comparison with dry thermal oxidation

The round parameters were chosen to lie in the regime of silicon oxidized in dry oxygen near 1000 °C. There the parabolic constant is roughly 0.01 µm²/h and the oxygen solubility at 1 atm is of order \(10^{16}\) to \(10^{17}\) cm\(^{-3}\), so the reference block is typical in both. The mean saddle energy of 1.35 eV is somewhat above the rough 1.2 eV activation energy of the dry parabolic constant. The trapped and softened wells are hypothetical. Real oxidation does not provide a perfect sink, because the interface reaction has a finite rate. With a rough linear growth rate \(v=0.07\) µm/h, typical of Si(111), the reaction resistance equals that of an oxide of thickness

\[
L_*=\frac{\Pi}{Nv}\approx80\ {\rm nm}.
\]

For the 1 µm film the flux is multiplied by about \(1/(1+0.08)=0.93\). On Si(100), where \(v\) is about 0.045 µm/h, \(L_*\) is about 120 nm and the factor is 0.89. In this linear-parabolic description, the reaction controls the rate for a film much thinner than \(L_*\). Real dry oxidation is faster than the description predicts during roughly the first few tens of nanometres, so it should not be applied there.

A first-order reaction fits the same theory if its own saddle is fixed in absolute energy and prefactor. Its rate is then \((g_r/K_i)n_i=g_ra_i\), one more conductance to a sink. If the reaction saddle moves with the last well, the wells affect the flux through the reaction.

For a diffusion barrier, these results give a conditional rule. At fixed temperature and feed pressure, in the dilute steady state and with saddles unchanged, making the wells shallower to reduce solubility does not reduce permeation. Higher or narrower saddles do. Deep traps can delay breakthrough during an exposure shorter than or comparable to the lag. The numerical output lists the inputs and results of the example.

## Computed values

```
temperature 1273.15 K, kT 0.10971 eV, pressure 101325 Pa
cages 432 (6x6x12), spacing 0.50 nm
well quantum 10 meV, saddle 20 meV
well energy mean 0, sd 0.08 eV
saddle energy mean 1.35, sd 0.12 eV
traps: 22 cages, deeper by 0.50 eV
trap occupancy factor exp(depth/kT) 95.3
thermal wavelength 8.650 pm
gas filling p lambda^3/kT 3.730e-09
occupancy of a well at E=0: 4.926e-06
g of a saddle at the mean energy 13.487 1/s
block conductance G 47.088934 1/s
reference: raw flux 47.088934 1/s, block lag 10.798 us
trapped: raw flux 47.088934 1/s, block lag 57.657 us
softened: raw flux 47.088934 1/s, block lag 86.380 us
reference: outflow/steady at 3 reference lags 0.9852
trapped: outflow/steady at 3 reference lags 0.3806
permeability x pressure 3.401e+08 1/(cm s)
ten other blocks: mean 3.258e+08, sd 1.6e+07 1/(cm s)
O2 built into oxide 2.205e+22 1/cm3
parabolic constant 0.01110 um2/h
film thickness 1.0 um
film steady flux 3.401e+12 1/(cm2 s)
reference: solubility 5.354e+16 1/cm3
reference: D 6.352e-09 cm2/s, film lag 0.2624 s
trapped: solubility 2.812e+17 1/cm3
trapped: D 1.210e-09 cm2/s, film lag 1.3779 s
softened: solubility 4.283e+17 1/cm3
softened: D 7.940e-10 cm2/s, film lag 2.0990 s
random bias, flux/G: 1.336265 ref, 1.336265 trapped
uneven slowing: flux/G 3.310, at equal p 3.121
fixed barriers, all 0.1 eV deeper: flux ratio 2.4880
periodic-trap chain: lag/thick-film law 1.00147
exclusion chain J/J0: K=2 0.5005, K=0.001 0.99917
largest occupancy: ref 3.74e-05, trapped 2.96e-03
lowest barrier (reference) 0.894 eV = 8.1 kT
saddles follow traps by 0.05 eV: flux ratio 1.0451
hindered rotation at saddles (20 meV): flux factor 0.098
tunnelling factor 1.00138, quantum vibration 0.99724
linear growth rate (rough input) 0.07 um/h
reaction-equivalent thickness 79.3 nm
flux factor from interface reaction 0.9265
growth during lag / thickness: ref 4.05e-07, trapped 2.12e-06
```
